# Bethe-Salpeter absorption by Haydock recursion and the effect of the terminator

## 1. Definitions and conventions

Energies are in eV and lengths in nm. The system is a free-standing honeycomb sheet with $N$ cells of area $A_c$, as many $k$ points, and periodic boundaries. Light arrives at normal incidence, polarised along $x$. Fields vary as $e^{-i\omega t}$, $E=\hbar\omega$, and $z=E+i\eta$, where $\eta>0$ is the half-width at half-maximum of the broadening.

**Bands.** One orbital sits on each of the sites $A$ (boron) and $B$ (nitrogen), with energies $\pm\Delta/2$ and nearest-neighbour hopping $-t$:

$$h_k=\begin{pmatrix}\Delta/2&g_k\\ g_k^*&-\Delta/2\end{pmatrix},\qquad g_k=-t\,(1+e^{-ik\cdot R_1}+e^{-ik\cdot R_2}),$$

with lattice vectors $R_1,R_2$. Since $h_k^2=(\Delta^2/4+|g_k|^2)\mathbb 1$, the energies are $\pm E_k$ with $E_k=\sqrt{\Delta^2/4+|g_k|^2}$. A vertical transition costs $2E_k$, and $\Delta$ is the quasiparticle gap. The conduction and valence amplitudes are $c_a(k)$ and $v_a(k)$.

**Dipole.** From $\langle c|[x,h]|v\rangle=(E_v-E_c)\langle c|x|v\rangle$ and $E_v-E_c=-2E_k$,

$$D_k=-\frac{\langle ck|[x,h]|vk\rangle}{2E_k},\qquad [x,h]_{ij}=(x_i-x_j)h_{ij}.$$

**Attraction.** A sheet of screening length $r_0$ in surroundings of mean dielectric constant $\kappa$ has $W(q)\propto 1/[q(\kappa+r_0q)]$. Its transform is $W(r)=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty \frac{J_0(qr)}{\kappa+r_0q}dq$. Writing $1/(\kappa+r_0q)=\int_0^\infty e^{-\lambda(\kappa+r_0q)}d\lambda$ and doing the $q$ integral first gives

$$W(r)=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\frac{e^{-\kappa\lambda}d\lambda}{\sqrt{r^2+\lambda^2r_0^2}}=\frac{e^2}{4\pi\varepsilon_0}\frac{\pi}{2r_0}\Big[H_0\big(\tfrac{\kappa r}{r_0}\big)-Y_0\big(\tfrac{\kappa r}{r_0}\big)\Big],$$

with $H_0$ the Struve and $Y_0$ the Neumann function. To keep $W(0)$ finite, $r$ is replaced by $\sqrt{r^2+r_c^2}$, where $r_c$ is of atomic size.

## 2. The matrix and its product with a vector

In the Tamm-Dancoff form only resonant pairs $|k\rangle$ (valence $k$ to conduction $k$) are kept. Let the electron be on site $a$ and the hole on site $b$, with their cells separated by $R$. The amplitude of $|k\rangle$ in this separation is

$$U_{abR,k}=N^{-1/2}c_a(k)v_b^*(k)e^{ik\cdot R}.$$

The attraction is diagonal in the separation, so

$$H=2E-U^\dagger WU .$$

Written out, $H_{kk'}=2E_k\delta_{kk'}-\frac1N\sum_{ab}c_a^*(k)v_b(k)W_{ab}(k-k')c_a(k')v_b^*(k')$. To form $Hx$, multiply $x_k$ by $c_av_b^*$, transform to $R$, multiply by $W$, transform back, multiply by $c_a^*v_b$, sum over $a,b$, and subtract the result from $2E_kx_k$. Fast Fourier transforms do this in $O(N\log N)$ operations, and $H$ is never stored.

The sum over $R$ gives $\delta_{kk'}$ and the amplitudes are normalised, hence $U^\dagger U=1$. Because $0<W\le W(0)$, the spectrum of $H$ lies in

$$[\Delta-W(0),\;2E_{\max}].\tag{1}$$

**Exchange.** The singlet exchange between site densities is proportional to $f_kf_{k'}^*$ with $f_k=c_A^*v_A=-c_B^*v_B$. Under the threefold rotation $f$ is invariant, while the dipoles form a vector. Since $H$ has this symmetry, $\langle f|H^m|D\rangle=0$ for every $m$, and exchange drops out of the response. This holds for densities resolved by site; charge structure inside an atom can restore a contribution. As a test, an exchange of strength 20 eV on a $12\times12$ mesh left the response unchanged to $10^{-9}$ relative at 5.5, 8 and 11 eV.

**Absorbance.** In a field $F$ the pair amplitude obeys $(z-H)X=eFD$. The resonant part of the polarisation per area, with spin factor 2, is $P=-2e\langle D|X\rangle/(NA_c)$. The counter-rotating part, which adds $G(-z)$ to the $G(z)$ defined below, is left out. It is negligible at the exciton peak, but with a finite $\eta$ it lowers the weak absorbance high in the continuum by a few per cent or more, where Lorentzian tails of the bound states also contribute. With $P=\varepsilon_0\chi F$,

$$\chi=-\frac{2e^2}{\varepsilon_0NA_c}G(z),\qquad G(z)=\langle D|(z-H)^{-1}|D\rangle .$$

The sheet current is $-i\omega P$, so the dimensionless conductivity is $s=-i(E/\hbar c)\chi$. Let $\mathcal r$ and $\mathcal t$ be the reflected and transmitted amplitudes. Continuity of the electric field gives $\mathcal t=1+\mathcal r$, and the jump of the magnetic field gives $1-\mathcal r-\mathcal t=s\mathcal t$. Hence $\mathcal t=1/(1+s/2)$, $\mathcal r=-(s/2)/(1+s/2)$, and

$$1-|\mathcal r|^2-|\mathcal t|^2=\frac{|1+s/2|^2-|s/2|^2-1}{|1+s/2|^2}=\frac{\mathrm{Re}\,s}{|1+s/2|^2}.$$

For a weak sheet this is $\mathrm{Re}\,s$.

## 3. Haydock recursion

Set $b_0=\|D\|$, $q_0=D/b_0$, $q_{-1}=0$, and repeat

$$b_{j+1}q_{j+1}=Hq_j-a_jq_j-b_jq_{j-1},\qquad a_j=\langle q_j|H|q_j\rangle,$$

with $b_{j+1}$ fixed by normalisation. In exact arithmetic the $q_j$ are orthonormal: $Hq_i$ contains no vector beyond $q_{i+1}$, so $\langle q_i|H|q_j\rangle=0$ for $i<j-1$. In this basis $H$ is a tridiagonal matrix $T$ with diagonal $a_j$ and off-diagonal $b_j$.

Let $x$ solve $(z-T)x=e_0$. The first row reads $(z-a_0)x_0-b_1x_1=1$. The other rows describe the chain starting at level 1, driven by $b_1x_0$, so $x_1=b_1x_0g_1$, where $g_1$ is the end element of that chain's resolvent. Thus $x_0=1/(z-a_0-b_1^2g_1)$. Repeating the argument and defining $F_j=b_j^2g_j$,

$$G=F_0,\qquad F_j=\frac{b_j^2}{z-a_j-F_{j+1}}.\tag{2}$$

Keeping levels $0$ to $n-1$ requires a value for $F_n$. Truncation sets $F_n=0$, which replaces the spectrum by $n$ broadened poles. The square-root terminator assumes constant coefficients $a_\infty,b_\infty$ from there on. Then $g=1/(z-a_\infty-b_\infty^2g)$, that is, $b_\infty^2g^2-(z-a_\infty)g+1=0$. The root that decays as $1/z$ is

$$g=\frac{z-a_\infty-\sqrt{z-E_+}\sqrt{z-E_-}}{2b_\infty^2},\qquad E_\pm=a_\infty\pm2b_\infty,\tag{3}$$

and $F_n=b_n^2g$. It describes one continuum from $E_-$ to $E_+$. Well-separated bound excitons below $E_-$ are carried by the explicit levels. The long-range attraction also produces closely spaced bound states near the edge, which are resolved only gradually as $n$ grows.

## 4. Error analysis

**How a tail error travels.** Let $F_j$ and $F_j'$ share their first $n$ levels and differ in the tail. Subtracting the two forms of (2),

$$F_j-F_j'=\frac{b_j^2\,(F_{j+1}-F_{j+1}')}{(z-a_j-F_{j+1})(z-a_j-F'_{j+1})}=\frac{F_jF_j'}{b_j^2}(F_{j+1}-F'_{j+1}),$$

and by iteration

$$G-G'=(F_n-F_n')\prod_{j=0}^{n-1}\frac{F_jF_j'}{b_j^2}.\tag{4}$$

The terminator sets the first factor; the product is the damping by the explicit levels. Where the coefficients are nearly constant, write $z-a_\infty=b_\infty(u+1/u)$ with $|u|>1$. Equation (3) then gives $b_\infty g=1/u$, so with both tails close to (3) each level contributes $|u|^{-2}$. A better terminator therefore lowers the prefactor and leaves this factor per level unchanged. The prefactor can itself shrink as $n$ grows, when the coefficients beyond level $n$ come closer to those of the tail; the total error then falls faster than $|u|^{-2n}$.

**Rate inside the continuum.** Put $u=e^{\delta+i\theta}$. Then $(z-a_\infty)/2b_\infty=\cos\theta\cosh\delta+i\sin\theta\sinh\delta$. For small $\eta$ the imaginary part gives $\delta\simeq\eta/(2b_\infty\sin\theta)$, and the error falls as

$$e^{-2n\delta}=\exp\!\Big(-\frac{n\eta}{b_\infty\sin\theta}\Big).\tag{5}$$

At fixed accuracy $n\propto1/\eta$. The estimate fails at the band edges, where $\sin\theta\to0$.

**Rate below the continuum.** There $(E-a_\infty)/2b_\infty<-1$, and $|u|>1$ even when $\eta\to0$. A well-bound exciton converges exponentially at a rate that does not vanish with the broadening. The rate does vanish for states that approach the edge.

**A rigorous bound.** For $k\le n-1$, $H^kq_0$ lies in the span of $q_0,\dots,q_{n-1}$ and its components follow from the leading block $T_n$. Writing $\langle q_0|H^{2n-1}|q_0\rangle=\langle H^{n-1}q_0|H|H^{n-1}q_0\rangle$ shows that moments up to order $2n-1$ depend on $T_n$ alone. All closures of the same $n$ levels share them. In a test with $n=4$ on a $24\times24$ mesh, with the spectrum scaled to $[-1,1]$, the truncated moment of order 7 was wrong by $1\times10^{-14}$ and that of order 8 by $2\times10^{-4}$.

Let an interval of centre $c$ and half-width $h$ hold both spectra, with $w=(z-c)/h=(u+1/u)/2$ and $\rho=|u|>1$, where $u$ now refers to this interval. For $x=\cos\theta$, $T_k(x)=\cos k\theta$, and two geometric series give

$$1+2\sum_{k\ge1}\frac{T_k(x)}{u^k}=\frac{1-u^{-2}}{1-2x/u+u^{-2}}=\frac{u-1/u}{u+1/u-2x}=\frac{\sqrt{w^2-1}}{w-x}.$$

Dividing by $\sqrt{w^2-1}$ expands $1/(w-x)$ in polynomials. Because $|T_k|\le1$, stopping at degree $m$ costs at most $2\rho^{-m}/[|\sqrt{w^2-1}|(\rho-1)]$. With $m=2n-1$ the polynomial part is identical for the two closures. Each remainder carries total weight $\|D\|^2$ and a factor $1/h$, so

$$|G-G'|\le\frac{4\|D\|^2\rho^{-(2n-1)}}{h\,|\sqrt{w^2-1}|\,(\rho-1)}.\tag{6}$$

The bound assumes a tail with a positive spectral weight, which (3) has. It was tested for 10 to 160 levels and held at every energy from 4 to 14 eV, within a rounding allowance of $10^{-9}$ of the largest $|G|$. At 160 levels the truncation error reached at most $9\times10^{-5}$ of the bound, so at this depth (6) is a guarantee and a poor estimate of the error; it is less loose for few levels.

**Rounding.** Once an exciton has converged, rounding lets its direction re-enter the recursion. After 120 levels on a $48\times48$ mesh the plain recursion contained three copies of the lowest exciton. Projection on the symmetry of the light together with full reorthogonalization left one. Since the exact recursion has no copies, their presence means that the computed $a_j,b_j$ have changed, which matters for the choice of a tail. $G$ itself can stay accurate: on the $24\times24$ mesh the plain recursion agreed with full diagonalization to $2\times10^{-9}$ of the largest $|G|$ at $\eta=0.1$ eV.

## 5. Worked example

The parameters are rough values for monolayer hexagonal boron nitride: $\Delta=7.3$ eV, $t=2.3$ eV, lattice constant 0.25 nm, $r_0=1$ nm, $r_c=0.05$ nm, $\kappa=1$. The broadening is $\eta=0.1$ eV unless another value is given.

A $144\times144$ mesh gives dimension $144^2=20\,736$. The full complex matrix would need $16\times20\,736^2$ bytes, or 6.9 GB. One vector needs 0.33 MB, and the 160 vectors kept for reorthogonalization need 53 MB. The reference spectrum uses 320 levels on this mesh.

The largest $|g_k|$ is $3t=6.9$ eV, so the upper edge is $2\sqrt{3.65^2+6.9^2}=15.61$ eV. The band-edge terminator has

$$a_\infty=\frac{7.30+15.61}{2}=11.46\ \text{eV},\qquad b_\infty=\frac{15.61-7.30}{4}=2.08\ \text{eV}.$$

The lowest exciton lies at 5.42 eV (229 nm), so its binding energy is $7.30-5.42=1.88$ eV. Its peak absorbance is 19.4% from $\mathrm{Re}\,s$ and 16.1% when reflection is included. These heights depend on the chosen $\eta$.

**Exciton peak.** Within 0.3 eV of the exciton, the largest error relative to the peak height is 0.02% after 10 truncated levels and 0.008% with the tail. After 20 levels both are below $10^{-6}$%. The terminator is irrelevant for this feature.

**Continuum.** The next table gives the root-mean-square error of the absorbance between 7.5 and 14 eV, relative to the root-mean-square reference there.

| levels | truncated | band-edge tail |
|---:|---:|---:|
| 10 | 83% | 20% |
| 20 | 40% | 6.8% |
| 40 | 12% | 1.6% |
| 80 | 1.3% | 0.12% |

With 20 truncated levels the spectrum has 11 maxima in this range, where the reference has one; the tail reduces them to four. At 11 eV the reference absorbance is 0.099%, the truncated value 0.186% and the terminated value 0.097%. Structure of this kind could be mistaken for resonances, so a continuum feature should be accepted only if it survives a change of $n$ and of terminator.

From 40 to 80 levels, (5) predicts at the band centre a reduction by $e^{-40\times0.1/2.08}=0.15$. The truncated error falls by $1.26/12.04=0.10$; away from the centre $\sin\theta<1$ and the decay is faster. For a 2% error, truncation needs 36 levels at $\eta=0.2$ eV and 72 at 0.1 eV, and the tail needs 20 and 38. Both follow $n\propto1/\eta$ closely.

**Which constants?** Without attraction, the coefficients of levels 20 to 59 average to 11.46 and 2.08 eV, the band-edge values. With the full attraction they average to 11.06 and 2.16 eV. If $W$ is cut beyond 2 nm, the average of $a_j$ is 11.24 eV. The part of $W$ beyond 2 nm thus accounts for about 0.18 of the 0.40 eV lowering in these levels; the share depends on the radius chosen for the cut.

By (4), a tail should match the coefficients that follow level $n$. At 40 levels, using the averages of the last ten, 11.03 and 2.17 eV, reduces the continuum error from 1.6% to 0.24%. The implied lower edge, $11.03-2\times2.17=6.7$ eV, is a fitting parameter and not the onset of the continuum, which stays at 7.3 eV. Placing the lower edge at the exciton gives 2.1%, against 1.6% for the band-edge choice. Its $a_\infty=(5.42+15.61)/2=10.5$ eV lies below the average of 11.03 eV, whereas the band-edge value of 11.46 eV lies above it. The averaged tail was tried at this one $n$ and $\eta$.

**Mesh.** Going from a $96\times96$ to a $144\times144$ mesh changes the continuum by 0.6%. Most of this change is the error of the coarser mesh. The entries in the table measure convergence to the spectrum of the $144\times144$ mesh, not to that of an infinite sheet. Lowering $\eta$ calls for more levels and also a finer mesh.

## 6. The model beside the real material

Layers of hexagonal boron nitride serve as insulators and spacers around two-dimensional transistor channels. The optical onset of a monolayer is roughly 6 eV, so the model exciton is about half an eV low; the gap and the short-range attraction are rough inputs and were not fitted. The model also keeps only the $\pi$ bands. In the real sheet, transitions involving $\sigma$ and higher conduction bands absorb in part of the range from 7.5 to 14 eV, so the continuum computed here serves to test the method and does not predict the material's spectrum. Raising $r_c$ from 0.05 to 0.08 nm moves the exciton up by 0.05 eV. Coupling to antiresonant pairs, found on a $12\times12$ mesh, moves it by only $-0.2$ meV.

In devices the sheet is not free-standing. For silica on one side, with a rough electronic dielectric constant of 2.1, $\kappa=(1+2.1)/2=1.55$. At fixed gap the exciton rises by 0.47 eV because binding weakens. The gap itself shrinks, by an image-charge estimate $W_\kappa(0)-W_1(0)=-0.60$ eV. The sum is about $-0.12$ eV, a difference of two larger numbers and correspondingly uncertain. Both parts assume silica at zero distance from the sheet; a separation of a few tenths of a nanometre weakens each of them and brings the sum closer to zero.

Lattice vibration is also outside the model. A bond mode of 0.17 eV has a root-mean-square displacement of 4.5 pm, almost all of it zero-point motion at 300 K. If the hopping changes by three times the relative change of the bond length, a rough factor, then $\delta t=3\times2.3\times0.0045/0.144=0.22$ eV. Changing all bonds together by this amount shifts the exciton by 0.10 eV. The mode itself lengthens some bonds while it shortens others, so the contributions partly cancel: it splits the exciton doublet by less than this figure. The estimate covers one mode acting through the hopping and is not an upper limit on vibrational shifts in the real sheet. Since no vibrations enter the calculation, the computed line shape is a chosen Lorentzian, not a prediction of the linewidth. The remaining figures are in the numerical output below.

## Calculated quantities

```
gap 7.3 eV, hopping 2.3 eV, lattice constant 0.25 nm
screening length 1.0 nm, cutoff 0.05 nm, eta 0.1 eV
bond length 0.1443 nm; W(0) 4.549 eV, W(bond) 3.067 eV
mesh 144 x 144, matrix dimension 20736, Haydock levels 320, reorthogonalized 160
memory of the full complex matrix 6.88 GB, of one vector 0.33 MB, of 160 vectors 53 MB
exciton copies after 120 levels (48 x 48): plain 3, cleaned 1
continuum edges 7.300 and 15.612 eV
tail constants a_inf 11.456 eV, b_inf 2.078 eV
  mean of levels 20..59, no attraction: a 11.455 eV, b 2.078 eV
  mean of levels 20..59, W cut at 2 nm: a 11.236 eV, b 2.189 eV
  mean of levels 20..59, full W: a 11.058 eV, b 2.163 eV
first a (eV): [ 5.934  8.581  9.302  9.859 10.252]  first b[1..] (eV): [0.975 1.879 2.027 1.975 1.984]
exciton energy 5.4185 eV = 228.8 nm, binding 1.881 eV
peak absorbance, weak-sheet formula 19.4 %, with reflection 16.1 %
Dirac-law check of prefactor, ratio 1.0121
Haydock vs diagonalization (24 x 24), relative error 1.9e-09
moment mismatch for 4 levels: order 7 1.2e-14, order 8 1.8e-04
Haydock vs Chebyshev (144 x 144, eta 0.2 eV), error 5.4e-10
relative errors (%) : levels | peak cut, peak tail | continuum cut, tail
    10 | 2.29e-02 8.31e-03 | 83.425 19.683
    20 | 2.30e-07 5.33e-08 | 40.290 6.808
    40 | 0.00e+00 0.00e+00 | 12.042 1.578
    80 | 0.00e+00 0.00e+00 | 1.259 0.116
   160 | 0.00e+00 0.00e+00 | 0.018 0.001
40 levels, tail edge wrongly at exciton: continuum error 2.090 %
40 levels, tail from mean of last 10 (a 11.031, b 2.168 eV): continuum error 0.241 %
largest error/bound at 160 levels, no tail: 9.15e-05
continuum maxima, 7.5-14 eV: reference 1, 20 levels cut 11, 20 levels with tail 4
absorbance (%) at energy: reference, 20 levels cut, 20 levels with tail
   8.0 eV: 0.568 0.761 0.523
   9.0 eV: 0.321 0.454 0.323
  10.0 eV: 0.181 0.099 0.183
  11.0 eV: 0.099 0.186 0.097
  12.0 eV: 0.051 0.035 0.052
levels for 2 % continuum error, eta 0.2 eV: cut 36, tail 20
levels for 2 % continuum error, eta 0.1 eV: cut 72, tail 38
neglected or approximate effects:
  exciton shift, mesh 48 to 144: -0.000 meV
  continuum change, mesh 96 vs 144: 0.63 %
  antiresonant coupling (12 x 12 mesh): -0.2 meV
  silica support, kappa 1.55: binding part +0.474 eV, gap part -0.596 eV, sum -0.122 eV
  cutoff 0.05 to 0.08 nm: +0.049 eV
  bond vibration (phonon 0.17 eV): zero-point 4.49 pm, 300 K 4.50 pm
  hopping change 0.215 eV; exciton shift if all bonds move 0.101 eV
```
